# Rayleigh's Two-Point Distance Is Not the Smallest Printable Feature

A projection lens of numerical aperture $\mathrm{NA}$, used at wavelength $\lambda$, passes spatial frequencies up to $\mathrm{NA}/\lambda$. In scalar imaging with a uniform pupil (the obliquity factor of a reducing lens neglected), in focus and without aberrations, $\lambda$ and $\mathrm{NA}$ enter only through this cutoff. The optics therefore supplies one length,

$$L=\frac{\lambda}{\mathrm{NA}},\qquad k=\frac{2\pi}{L}.$$

Any printed length must have the form $L\times F$, where $F$ depends on pure numbers: mask lengths divided by $L$, the transmission and phase of the mask's parts, the shape of the source, and the resist threshold. Dimensional analysis fixes the scale $L$ but not $F$. The Rayleigh distance, $0.61L$, answers one question, about two points, for which $F=0.61$. A printed line poses another question, in which the threshold is a free number.

The example uses $\lambda=200$ nm and $\mathrm{NA}=0.50$, so $L=400$ nm and the Rayleigh distance is 244 nm. The features are lines, varying along $x$ only. Lengths are measured at the wafer, and the intensity in a large clear area is 1.

## Counter-example: a 40 nm line

Let the mask be clear everywhere, with a phase step of $180^\circ$ at $x=0$. Its transmission is $-1$ for $x<0$ and $+1$ for $x>0$. Light arrives along the axis and is fully coherent. The image amplitude is the transmission convolved with the line response of the lens,

$$h(x)=\int_{-1/L}^{1/L}e^{2\pi i f x}\,df=\frac{\sin kx}{\pi x}.$$

With $u=x-x'$, the half with transmission $+1$ becomes $u<x$, and the half with transmission $-1$ becomes $u>x$. Hence

$$A(x)=\int_{-\infty}^{x}h(u)\,du-\int_x^\infty h(u)\,du
=2\int_0^x h(u)\,du=\frac{2}{\pi}\,\mathrm{Si}(kx),$$

where $\mathrm{Si}(z)=\int_0^z(\sin t/t)\,dt$. The middle step uses the evenness of $h$: the parts from $-\infty$ to $0$ and from $0$ to $\infty$ cancel. The intensity $I=A^2$ is zero at the step, as the antisymmetry of the mask requires.

Take a positive resist with an ideal local threshold: it dissolves where the dose exceeds the clearing dose $D_c$. If the clear-field dose is $D$, a line remains where $I<T=D_c/D$. Its width $W$ satisfies $I(W/2)=T$. For small $z$, $\mathrm{Si}(z)=z-z^3/18+\dots$, so to leading order

$$\sqrt T=\frac{2}{\pi}\,\frac{kW}{2}=\frac{2W}{L}
\quad\Longrightarrow\quad W=\frac L2\sqrt T .$$

As $T\to0$, so does $W$.

For $W=40$ nm the argument of $\mathrm{Si}$ is $2\pi\times20/400=0.314$, and the full expression gives $T=0.0396$. The leading-order law returns $200\sqrt{0.0396}=39.8$ nm. The line is $0.10L$ wide, about one sixth of the Rayleigh distance.

No unwanted line appears farther out. The lobes of $\sin t/t$ alternate in sign and shrink, so $\mathrm{Si}(\pi)>\mathrm{Si}(\infty)=\pi/2$, and for $z\ge\pi$ the smallest value is $\mathrm{Si}(2\pi)$. Shifting the second lobe by $\pi$ gives

$$\mathrm{Si}(2\pi)=\int_0^\pi\frac{\sin t}{t}\,\frac{\pi}{t+\pi}\,dt
\ge\frac12\mathrm{Si}(\pi)>\frac\pi4 .$$

Thus $I>1/4$ there, well above $T$. Between $0$ and $\pi$, $\mathrm{Si}$ rises steadily, so there is one crossing on each side of the step.

## What the narrow line costs

The clear-field dose is $1/T\approx25$ times the clearing dose, and by the square-root law it grows as $1/W^2$. Dose control is described by the normalized image log-slope,

$$\mathrm{NILS}=W\left|\frac{d\ln I}{dx}\right|_{x=W/2}.$$

Differentiating $\ln I(W/2)=\ln D_c-\ln D$ gives $\tfrac12(\ln I)'\,dW=-d\ln D$, hence

$$\left|\frac{d\ln W}{d\ln D}\right|=\frac{2}{\mathrm{NILS}}.$$

Near the phase step $I\propto x^2$, so $(\ln I)'=2/x=4/W$ and $\mathrm{NILS}\to4$. At 40 nm the full image gives 3.96. Raising the dose by 1% narrows the line to 39.8 nm, a change of 0.5%.

A narrow slit in an opaque mask behaves differently. It prints a space, where the resist is removed. For slit width $w$,

$$A_w(x)=\int_{-w/2}^{w/2}h(x-x')\,dx'
=\frac{\mathrm{Si}[k(x+w/2)]-\mathrm{Si}[k(x-w/2)]}{\pi}.$$

If $kw\ll1$, then $A_w\approx w\,h(x)$. Since $\sin z/z\approx1-z^2/6$, squaring gives

$$\frac{I(x)}{I(0)}\approx1-\frac{(kx)^2}{3},\qquad
\mathrm{NILS}\approx W\,\frac{2k^2}{3}\,\frac W2=\frac{(kW)^2}{3}.$$

The width again goes to zero, now as the threshold approaches the peak. The NILS goes to zero with it. For $w=W=40$ nm, $kW=0.628$ and $\mathrm{NILS}=0.132$. One percent more dose widens the space to 45.6 nm. The threshold lies at 0.968 of the peak, so a dose loss of 3.2% removes the space altogether.

Partial coherence weakens the phase edge. Let a source point have illumination sine $s\,\mathrm{NA}$. The mask is then multiplied by $e^{iksx'}$. At $x=0$ the mask is odd and $h$ is even, so only the odd part of the exponential, $i\sin(ksx')$, contributes:

$$|A_s(0)|=\frac2\pi\left|\int_0^\infty\frac{\sin(ksu)\sin(ku)}{u}\,du\right|
=\frac1\pi\left|\ln\frac{1+s}{1-s}\right|.$$

Here the product of sines was written as $\tfrac12[\cos((1-s)ku)-\cos((1+s)ku)]$, and $\int_0^\infty(\cos at-\cos bt)\,dt/t=\ln(b/a)$ was used. For small $s$ the logarithm is $2s$. Source points spread evenly over $|s|\le\sigma$ along $x$ have $\langle s^2\rangle=\sigma^2/3$, and their intensities add, so the central background is

$$I_b\approx\frac{4\sigma^2}{3\pi^2}.$$

For $\sigma=0.30$ this is 0.0122; numerical quadrature over the source, keeping the logarithm, gives 0.0126. With $I\approx I_b+ax^2$, the slope is $2ax$, and

$$\mathrm{NILS}\approx\frac{4ax^2}{I_b+ax^2}=4\,\frac{T-I_b}{T}.$$

At $W=40$ nm the source-averaged image has $T=0.0510$, so the estimate is $4(0.0510-0.0126)/0.0510=3.01$. The numerical slope gives 2.98. At $W=4$ nm the numerical value is only 0.12, against 4.00 for coherent light. The background sets no minimum width, since $W\to0$ as $T\to I_b$, but very small widths become hard to control.

## The correct general statement

In this imaging model, for a single exposure:

1. **A periodic image has pitch at least $L/2$.** If the source is confined to $|s|\le\sigma\le1$, a mask of period $p<L/(1+\sigma)$ gives a uniform image.
2. **The thresholded width of an isolated feature has no positive lower bound.**

The phase edge proves the second part. For the first, a mask of period $p$ produces diffraction orders $m$ with amplitudes $c_m$. For source point $s$, the lens passes those with

$$|s+mq|\le1,\qquad q=\frac Lp .$$

The image from this point is

$$I_s(x)=\sum_{m,n\ \mathrm{passed}}c_mc_n^*\,e^{2\pi i(m-n)x/p}.$$

Two passed orders satisfy $|m-n|q\le2$, so every frequency in the image obeys $|m-n|/p\le2/L$. Adding source points adds intensities and creates no new frequency. A non-uniform image of pitch $P$ contains some frequency $j/P$ with $j\ge1$. Hence $1/P\le j/P\le2/L$, and $P\ge L/2$.

For the limited source, suppose $q>1+\sigma$. Orders $m$ and $m+1$ both pass only if their midpoint obeys

$$\left|s+(m+\tfrac12)q\right|\le1-\frac q2 .$$

The left side is at least $q/2-\sigma$, because $|m+\tfrac12|\ge\tfrac12$ and $|s|\le\sigma$. This would require $q\le1+\sigma$, a contradiction. Orders two or more apart would need $2q\le2$, which is also impossible. At most one order passes, and its intensity is uniform. A local threshold then clears all the resist or none of it.

In the example the smallest mask period is 400 nm for coherent axial light, 308 nm for $\sigma=0.30$, and 200 nm for $\sigma=1$. The last corresponds to a half-pitch of 100 nm, or $L/4$.

The cutoff does not tell how strong the image is just above it. For equal lines and spaces, $c_0=\tfrac12$ and

$$c_1=\frac1p\int_{-p/4}^{p/4}\cos\frac{2\pi x}{p}\,dx=\frac1\pi .$$

Let the source points again be spread evenly over $|s|\le\sigma$ along $x$. When $1<q<1+\sigma$, order zero passes for every source point, and one first order joins it if $|s|\ge q-1$. The fraction of such points is $f=(\sigma+1-q)/\sigma$. Averaging the intensities gives

$$I=c_0^2+fc_1^2+2fc_0c_1\cos\frac{2\pi x}{p},\qquad
V=\frac{2fc_0c_1}{c_0^2+fc_1^2},$$

where $V=(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$. At $p=250$ nm and $\sigma=1$, $q=1.6$ and $f=0.4$, so $V=0.44$. At 210 nm it is 0.12, and at 195 nm it is zero. A uniformly filled disc has a smaller share of its points at large $|s|$, so its contrast at 250 and 210 nm is lower. Two source points at $s=\pm0.95$ make $f=1$ at 210 nm and raise $V$ to 0.91. Source design can improve contrast above the cutoff, but it cannot move the bound $L/2$.

Mask period and image pitch can differ. If alternate openings have opposite phase, the even orders vanish. With axial light and a mask period of 410 nm, orders $\pm1$ pass and interfere at twice the mask frequency. The image pitch is 205 nm, still above 200 nm.

Two exposures can go further if the resist response is applied between them. Shift the second 210 nm image by half a pitch. If the intensities are summed in one resist, the cosine changes sign and cancels, leaving a uniform dose. If each image is thresholded separately, with lines narrower than 105 nm, and the two sets of lines are combined, the pitch is 105 nm.

## Where two points and two lines fit in

For a point seen through a circular pupil, integrating over the pupil angle and then its radius $\rho$ gives

$$A(v)=2\int_0^1J_0(v\rho)\,\rho\,d\rho=\frac{2J_1(v)}v,\qquad v=kr .$$

Its first zero lies at $r=0.610L$. At this separation two equal incoherent points have midpoint intensity $2A^2=0.735$, relative to 1 at either point. A threshold between these values separates them. The dip disappears at 189 nm, found numerically from the vanishing curvature at the midpoint. If the points are coherent and in phase, the Rayleigh separation gives $4A^2=1.47$ at the midpoint, and they merge. In antiphase the midpoint is dark by symmetry. The criterion thus depends on coherence as well as distance.

Nor does the grating cutoff apply to an isolated pair of lines. A clear mask with a $180^\circ$ strip of width $d$ has transmission $1-2$ inside the strip and $1$ outside, so its image amplitude is $1-2A_d(x)$. For $d=140$ nm in coherent light the central intensity is 0.096. With $T=0.04$, solving $1-2A_d=\pm0.2$ numerically on each side gives two lines 60 nm wide, with centres 154 nm apart and a 94 nm gap. A grating of pitch 154 nm would give a uniform image.

There is no conflict with the proof. The proof bounds the repeat distance of the whole image, and the band limit does not fix the distance between two neighbouring zeros of the amplitude. Isolation is not essential: the same strips repeated every 600 nm pass only orders $0$ and $\pm1$, and at $T=0.04$ they still print pairs of lines 163 nm apart. The price is a weak central maximum: the lines merge once $T$ exceeds 0.096.

The scalar treatment of the line features describes light polarized along the lines. For light polarized across a phase edge, each plane wave of frequency $f$ also has an axial field component proportional to $\lambda f/n$ in a medium of index $n$. At the step these components add to the amplitude $2\,\mathrm{NA}/(\pi n)$. At $\mathrm{NA}=0.50$ the resulting background intensity is 0.10 in air and 0.035 for $n=1.7$ (interface transmission neglected), which is not small against $T=0.0396$. For $n=1.7$ the NILS at 40 nm then drops from 3.96 to about 2.0 for this polarization and 2.7 for unpolarized light. The exact null and the square-root law therefore need light polarized along the edge.

These results also assume a local threshold without noise. Resist diffusion, defocus or a finite molecular size would bring in another length, and the argument that every printed length scales with $L$ alone would then fail.

Numbers in the example were calculated in double precision.
